# Converting a Two-Pair Foster Thermal Chain into a Cauer Ladder: test program

```python
"""
Result under test: the Foster chain (R1=1, C1=1), (R2=2, C2=2) has the same
junction impedance as the Cauer ladder Ca=2/3, Ra=2, Cb=3, Rb=1.
Units: R in K/W, C in J/K, time in s, power in W, temperature rise in K.
Foster: parallel RC pairs in series between junction and ambient.
Cauer: Ca from junction to ambient, Ra from junction to inner node,
Cb from inner node to ambient, Rb from inner node to ambient.
s is the Laplace variable; Z(s) = junction temperature / power.
"""
import numpy as np
import sympy as sp
from scipy.linalg import expm

s = sp.symbols("s")
R1, C1, R2, C2 = map(sp.Integer, (1, 1, 2, 2))
power = 10.0

# Foster impedance as a ratio of polynomials
Z_foster = R1 / (1 + s * R1 * C1) + R2 / (1 + s * R2 * C2)
N, D = sp.fraction(sp.cancel(Z_foster))


def lead(polynomial):
    return sp.Poly(polynomial, s).LC()


# Remove ladder elements one at a time from the large-s limit
Ca = lead(D) / lead(N)
rem1 = sp.expand(D - Ca * s * N)
Ra = lead(N) / lead(rem1)
rem2 = sp.expand(N - Ra * rem1)
Cb = lead(rem1) / lead(rem2)
rem3 = sp.expand(rem1 - Cb * s * rem2)
Rb = rem2 / rem3
assert (Ca, Ra, Cb, Rb) == (sp.Rational(2, 3), 2, 3, 1)

# Ordinary division removes a constant too and leaves a negative remainder
full_quotient, full_remainder = sp.div(D, N, s)
assert full_remainder < 0


def ladder_matrices(ca, ra, cb, rb):
    cap = sp.Matrix([[ca, 0], [0, cb]])
    cond = sp.Matrix([[1 / ra, -1 / ra], [-1 / ra, 1 / ra + 1 / rb]])
    return cap, cond


def foster_matrices(r_near, c_near, r_far, c_far):
    """The 'near' pair touches the junction, the 'far' pair touches ambient."""
    cap = sp.Matrix([[c_near, -c_near], [-c_near, c_near + c_far]])
    cond = sp.Matrix([[1 / r_near, -1 / r_near],
                      [-1 / r_near, 1 / r_near + 1 / r_far]])
    return cap, cond


# Nodal analysis of the ladder against the Foster sum, as identities in s
cap, cond = ladder_matrices(Ca, Ra, Cb, Rb)
nodal = (s * cap + cond).inv()
assert sp.simplify(nodal[0, 0] - Z_foster) == 0
assert sp.simplify(nodal[1, 0] - 1 / ((1 + s) * (1 + 4 * s))) == 0

# Uniqueness: solve the coefficient equations for unknown positive elements
ca, ra, cb, rb = unknowns = sp.symbols("ca ra cb rb", positive=True)
cap_u, cond_u = ladder_matrices(*unknowns)
num_u, den_u = sp.fraction(sp.cancel((s * cap_u + cond_u).inv()[0, 0]))
equations = []
for general, target in ((num_u, N), (den_u, D)):
    general_coeffs = sp.Poly(general, s).all_coeffs()
    target_coeffs = sp.Poly(target, s).all_coeffs()
    assert len(general_coeffs) == len(target_coeffs)
    for g, t in zip(general_coeffs, target_coeffs):
        equations.append(sp.expand(sp.cancel(
            g / den_u.subs(s, 0) - t / D.subs(s, 0))))
equations = [e for e in equations if e != 0]
solutions = sp.solve(equations, unknowns, dict=True)
assert len(solutions) == 1
assert [solutions[0][u] for u in unknowns] == [Ca, Ra, Cb, Rb]
assert sp.gcd(N, D) == 1


def step_response(matrices, time):
    """Node temperatures after a power step, from the nodal equations."""
    c_mat, g_mat = (np.array(m.tolist(), dtype=float) for m in matrices)
    steady = np.linalg.solve(g_mat, [power, 0.0])
    return steady - expm(-np.linalg.solve(c_mat, g_mat) * time) @ steady


cauer = ladder_matrices(Ca, Ra, Cb, Rb)
foster_12 = foster_matrices(R1, C1, R2, C2)
foster_21 = foster_matrices(R2, C2, R1, C1)
unconverted = ladder_matrices(C1, R1, C2, R2)

rates = np.sort(np.linalg.eigvals(
    np.array((cap.inv() * cond).tolist(), dtype=float)).real)
assert np.allclose(rates, [1 / float(R2 * C2), 1 / float(R1 * C1)])

rows = []
for time in (0.1, 0.5, 1.0, 2.0, 4.0, 8.0, 16.0):
    junction, inner = step_response(cauer, time)
    f12 = step_response(foster_12, time)
    f21 = step_response(foster_21, time)
    wrong = step_response(unconverted, time)[0]
    formula = power * (1 - np.exp(-time)) + 2 * power * (1 - np.exp(-time / 4))
    inner_formula = power * (1 + np.exp(-time) / 3 - 4 * np.exp(-time / 4) / 3)
    assert np.allclose([junction, f12[0], f21[0]], formula, atol=1e-10)
    assert abs(inner - inner_formula) < 1e-10
    assert abs(f12[1] - f21[1]) > 0.1 and abs(wrong - junction) > 0.01
    rows.append((time, junction, inner, f12[1], f21[1], wrong))

# Early-time behaviour from the computed responses
h = 1e-4
early = step_response(cauer, h)
slope_junction = early[0] / h
slope_inner = early[1] / h
slope_f12 = step_response(foster_12, h)[1] / h
slope_f21 = step_response(foster_21, h)[1] / h
slope_wrong = step_response(unconverted, h)[0] / h
curvature_coefficient = early[1] / h**2
# Relative errors of these difference quotients are of order h
assert abs(slope_junction / (power / float(Ca)) - 1) < 1e-3
assert abs(slope_junction / (power * float(1 / C1 + 1 / C2)) - 1) < 1e-3
assert abs(curvature_coefficient
           / (power / float(2 * Ra * Ca * Cb)) - 1) < 1e-3
assert abs(slope_f12 / (power / float(C2)) - 1) < 1e-3
assert abs(slope_f21 / (power / float(C1)) - 1) < 1e-3

steady_junction, steady_inner = (float(x) * power for x in cond.inv()[:, 0])
assert abs(steady_junction - power * float(R1 + R2)) < 1e-12

print(f"Foster pair 1: R = {R1} K/W, C = {C1} J/K, RC = {R1*C1} s")
print(f"Foster pair 2: R = {R2} K/W, C = {C2} J/K, RC = {R2*C2} s")
print(f"N(s) = {N}   D(s) = {D}   (Z = N/D in K/W, s in 1/s)")
print(f"Ca = {Ca} J/K = {float(Ca):.4f} J/K; remainder {rem1}")
print(f"Ra = {Ra} K/W; remainder {rem2}")
print(f"Cb = {Cb} J/K; remainder {rem3}")
print(f"Rb = {Rb} K/W")
print(f"Ordinary division D/N: quotient {full_quotient}, "
      f"remainder {full_remainder}")
print(f"Number of positive ladder solutions: {len(solutions)}")
print(f"Total resistance: Foster {R1+R2} K/W, Cauer {Ra+Rb} K/W")
print(f"Ladder decay rates: {rates[0]:.4f} and {rates[1]:.4f} 1/s")
print(f"Power step: {power:.1f} W")
print(f"Steady rises: junction {steady_junction:.3f} K, "
      f"ladder inner node {steady_inner:.3f} K")
print(f"Early slopes are mean slopes over the first {h:.0e} s:")
print(f"  junction, Cauer: {slope_junction:.3f} K/s")
print(f"  inner node, Cauer: {slope_inner:.6f} K/s")
print(f"  inner node, Foster, pair 2 at ambient: {slope_f12:.3f} K/s")
print(f"  inner node, Foster, pair 1 at ambient: {slope_f21:.3f} K/s")
print(f"  junction, unconverted ladder: {slope_wrong:.3f} K/s")
print(f"Inner rise / t^2 at {h:.0e} s, Cauer: "
      f"{curvature_coefficient:.4f} K/s^2")
print("Temperature rises in K; time in s")
print("F12: Foster inner node, pair 2 at ambient; F21: pair 1 at ambient")
print("Wrong: junction of ladder with unconverted Foster values")
print("  time  junction  inner    F12      F21      wrong")
for row in rows:
    print(f"{row[0]:6.1f} " + " ".join(f"{x:8.3f}" for x in row[1:]))
print("PASS")
```

Output:

```
Foster pair 1: R = 1 K/W, C = 1 J/K, RC = 1 s
Foster pair 2: R = 2 K/W, C = 2 J/K, RC = 4 s
N(s) = 6*s + 3   D(s) = 4*s**2 + 5*s + 1   (Z = N/D in K/W, s in 1/s)
Ca = 2/3 J/K = 0.6667 J/K; remainder 3*s + 1
Ra = 2 K/W; remainder 1
Cb = 3 J/K; remainder 1
Rb = 1 K/W
Ordinary division D/N: quotient 2*s/3 + 1/2, remainder -1/2
Number of positive ladder solutions: 1
Total resistance: Foster 3 K/W, Cauer 3 K/W
Ladder decay rates: 0.2500 and 1.0000 1/s
Power step: 10.0 W
Steady rises: junction 30.000 K, ladder inner node 10.000 K
Early slopes are mean slopes over the first 1e-04 s:
  junction, Cauer: 14.999 K/s
  inner node, Cauer: 0.000125 K/s
  inner node, Foster, pair 2 at ambient: 5.000 K/s
  inner node, Foster, pair 1 at ambient: 10.000 K/s
  junction, unconverted ladder: 10.000 K/s
Inner rise / t^2 at 1e-04 s, Cauer: 1.2499 K/s^2
Temperature rises in K; time in s
F12: Foster inner node, pair 2 at ambient; F21: pair 1 at ambient
Wrong: junction of ladder with unconverted Foster values
  time  junction  inner    F12      F21      wrong
   0.1    1.445    0.012    0.494    0.952    0.952
   0.5    6.285    0.255    2.350    3.935    4.009
   1.0   10.745    0.842    4.424    6.321    6.758
   2.0   16.516    2.364    7.869    8.647   10.621
   4.0   22.459    5.156   12.642    9.817   15.947
   8.0   27.290    8.197   17.293    9.997   22.501
  16.0   29.634    9.756   19.634   10.000   27.863
PASS
```
